# Bulk Electron Energy Loss from Classical Work and the Inverse Permittivity, part 1

(Sections cited here and not found follow in the second part.)

## From work on the charge to the loss function

**Q.** An electron crosses a solid at constant velocity. If its velocity is constant, its kinetic energy is constant too. How can you speak of energy loss?

**A.** The constant velocity is the first term of an expansion. A fast electron loses a very small part of its energy in one event, so to leading order I prescribe the path $\mathbf r=\mathbf vt$, with $\mathbf v$ along $z$, and compute the field on that path. The field exerts a force, and the work of the force is the leading estimate of the loss. What is neglected is the reaction of the loss on the motion, called recoil.

The charge is $-e$, with $e>0$, and I use Gaussian units. The force along the path is $-eE_z(\mathbf vt,t)$. This is the work done on the electron per unit length, so the energy $W$ that the electron gives up per unit length is

$$\frac{dW}{dz}=eE_z(\mathbf vt,t).$$

The sign is as it should be: a positive $E_z$ pushes a negative charge backwards, and the loss is then positive.

**Q.** The field of a point charge is infinite at the charge itself. You have written down an undefined quantity.

**A.** It needs a prescription. I shall decompose the field into waves, integrate over transverse wavevectors up to a finite limit, and take frequencies symmetrically about zero. With these rules the part of the field that exists without a medium will be seen to do no work. What is left is the field of the polarized medium.

**Q.** Then state what the medium is, and how its response is written.

**A.** It is unbounded, homogeneous, isotropic and nonmagnetic, and it responds linearly. Every field is expanded as

$$f(\mathbf r,t)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,f(\mathbf k,\omega)\,e^{i(\mathbf k\cdot\mathbf r-\omega t)},$$

so that $\nabla\to i\mathbf k$ and $\partial/\partial t\to-i\omega$. The response is local, meaning that $\mathbf D(\mathbf k,\omega)=\varepsilon(\omega)\mathbf E(\mathbf k,\omega)$ with no dependence of $\varepsilon$ on $\mathbf k$. A real $\mathbf E(\mathbf r,t)$ must give a real $\mathbf D(\mathbf r,t)$, which requires $\varepsilon(-\omega)=\varepsilon^*(\omega)$.

**Q.** The sign of $\operatorname{Im}\varepsilon$ depends on the sign in the exponent. Which sign means absorption here?

**A.** Let $\boldsymbol\Pi=\chi\mathbf E$ be the polarization. From $\mathbf D=\mathbf E+4\pi\boldsymbol\Pi$ we have $\chi=(\varepsilon-1)/4\pi$. The field does work on the medium at the rate $\mathbf E\cdot\partial\boldsymbol\Pi/\partial t$ per volume. For $\mathbf E=\operatorname{Re}(\mathbf E_0e^{-i\omega t})$ the time average is

$$\tfrac12\operatorname{Re}\left[\mathbf E_0^*\cdot(-i\omega\chi)\mathbf E_0\right]=\tfrac12\omega\operatorname{Im}\chi\,|\mathbf E_0|^2=\frac{\omega\operatorname{Im}\varepsilon}{8\pi}|\mathbf E_0|^2 .$$

A medium that absorbs and does not amplify therefore has $\operatorname{Im}\varepsilon\ge0$ for $\omega>0$.

**Q.** Now the source. Where does the velocity enter?

**A.** The charge density is $\rho(\mathbf r,t)=-e\,\delta(x)\delta(y)\delta(z-vt)$. Its transform is

$$\rho(\mathbf k,\omega)=-e\int dt\,e^{i(\omega-k_zv)t}=-2\pi e\,\delta(\omega-k_zv).$$

A charge in uniform motion thus excites frequency $\omega$ with the single longitudinal wavevector $k_z=\omega/v$. I write $\mathbf q$ for the two components of $\mathbf k$ perpendicular to the path, so that

$$k^2=q^2+\frac{\omega^2}{v^2}.$$

**Q.** Does quantum mechanics agree with $k_z=\omega/v$?

**A.** To the same order. If an electron of momentum $\mathbf p$ gives up momentum $\hbar\mathbf k$, its energy $\mathcal E$ falls by $\mathcal E(\mathbf p)-\mathcal E(\mathbf p-\hbar\mathbf k)\approx\hbar\mathbf k\cdot\partial\mathcal E/\partial\mathbf p=\hbar\mathbf k\cdot\mathbf v$. Setting this equal to $\hbar\omega$ gives $k_zv=\omega$. The next term, quadratic in $\mathbf k$, is the recoil that was dropped.

**Q.** Which of Maxwell's equations do you solve?

**A.** First those of the quasi-static limit, in which $c\to\infty$. Faraday's law then reads $\nabla\times\mathbf E=0$, or $\mathbf k\times\mathbf E=0$, so $\mathbf E$ is parallel to $\mathbf k$. Such a field is called longitudinal. Gauss's law $\nabla\cdot\mathbf D=4\pi\rho$ becomes $i\varepsilon\,\mathbf k\cdot\mathbf E=4\pi\rho$. Since $\mathbf E=\mathbf k(\mathbf k\cdot\mathbf E)/k^2$,

$$\mathbf E_L(\mathbf k,\omega)=-\frac{4\pi i\,\mathbf k}{\varepsilon(\omega)k^2}\,\rho(\mathbf k,\omega).$$

The inverse permittivity appears because the moving charge fixes $\mathbf D$, and the field is $\mathbf D/\varepsilon$.

**Q.** A $200\ \mathrm{keV}$ electron is hardly slow compared with light. Are you entitled to this limit?

**A.** Not without examination, and the second half treats finite $c$. Gauss's law holds there unchanged, so the longitudinal field above remains correct. A transverse field has to be added to it.

**Q.** Go on, then, and keep every factor in view.

**A.** Put the transform of $E_z$ on the path $\mathbf r=\mathbf vt$:

$$E_z(\mathbf vt,t)=\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\left[-\frac{4\pi ik_z}{\varepsilon k^2}\right]\left[-2\pi e\,\delta(\omega-k_zv)\right]e^{i(k_zv-\omega)t}.$$

Use $\delta(\omega-k_zv)=\delta(k_z-\omega/v)/v$ to do the $k_z$ integral. The exponential becomes 1, which shows that the force is steady. The factors combine as $8\pi^2ie/[(2\pi)^4v]=ie/(2\pi^2v)$, and $k_z=\omega/v$ supplies another $1/v$. Multiplying by $e$ gives

$$\frac{dW}{dz}=\frac{ie^2}{2\pi^2v^2}\int_{-\infty}^{\infty}d\omega\,\frac{\omega}{\varepsilon(\omega)}\int\frac{d^2q}{k^2}.$$

**Q.** There is an $i$ in front. An energy cannot be imaginary.

**A.** The two halves of the frequency axis repair that. The $q$ integral is even in $\omega$. At $-\omega$ the factor $\omega/\varepsilon$ becomes $-\omega/\varepsilon^*$, so the two points together give

$$i\omega\left(\frac1\varepsilon-\frac1{\varepsilon^*}\right)=i\omega\cdot2i\operatorname{Im}\frac1\varepsilon=2\omega\operatorname{Im}\left(-\frac1\varepsilon\right).$$

Therefore

$$\frac{dW}{dz}=\frac{e^2}{\pi^2v^2}\int_0^\infty d\omega\,\omega\operatorname{Im}\left[-\frac1{\varepsilon(\omega)}\right]\int\frac{d^2q}{k^2}.$$

For $\varepsilon=1$ the integrand vanishes at every frequency. This is the promised result that the charge's own vacuum field does no work on it.

**Q.** I distrust the minus sign. Could the loss come out negative?

**A.** Multiply numerator and denominator of $1/\varepsilon$ by $\varepsilon^*$:

$$-\frac1\varepsilon=-\frac{\varepsilon^*}{|\varepsilon|^2},\qquad \operatorname{Im}\left(-\frac1\varepsilon\right)=\frac{\operatorname{Im}\varepsilon}{|\varepsilon|^2}\ge0 .$$

The minus sign makes the quantity positive for an absorbing medium. It is called the loss function. Its numerator is the ability to absorb at a given internal field, and its denominator is the screening of the charge's field.

**Q.** You know the total work, which is one number. An integral does not determine its integrand. Why should the integrand at $\omega$ be the energy lost at that frequency?

**A.** That is a fair objection, and it is met by computing where the energy goes. Consider the plane at a fixed $z$, and the energy absorbed there per unit thickness, $\int dt\int dx\,dy\,\mathbf E\cdot\partial\boldsymbol\Pi/\partial t$. The field in this plane for given $\mathbf q$ and $\omega$ follows from integrating $\mathbf E_L$ over $dk_z/2\pi$:

$$\mathbf E(\mathbf q,z,\omega)=\frac{4\pi ie\,\mathbf k}{\varepsilon k^2v}\,e^{i\omega z/v},\qquad |\mathbf E|^2=\frac{16\pi^2e^2}{|\varepsilon|^2k^2v^2}.$$

By Plancherel's theorem the absorbed energy is the integral of $\mathbf E^*\cdot(-i\omega\chi)\mathbf E$ over $d^2q/(2\pi)^2$ and $d\omega/2\pi$. The values at $\omega$ and $-\omega$ add to $2\omega\operatorname{Im}\chi|\mathbf E|^2$, with $\operatorname{Im}\chi=\operatorname{Im}\varepsilon/4\pi$. Hence the absorbed energy is

$$\int\!\frac{d^2q}{4\pi^2}\int_0^\infty\!\frac{d\omega}{2\pi}\,\frac{\omega\operatorname{Im}\varepsilon}{2\pi}\,\frac{16\pi^2e^2}{|\varepsilon|^2k^2v^2}
=\frac{e^2}{\pi^2v^2}\int_0^\infty\!d\omega\,\omega\frac{\operatorname{Im}\varepsilon}{|\varepsilon|^2}\int\frac{d^2q}{k^2}.$$

This agrees with the work on the charge for each $\mathbf q$ and each $\omega$, and not merely in the total. The integrand is the energy that the medium absorbs at that frequency.

**Q.** So far there is no $\hbar$ and no probability. Where do they come from?

**A.** From one quantum statement that classical theory cannot supply: energy at frequency $\omega$ is exchanged in quanta $\hbar\omega$. Take the medium at zero temperature, so that it has no quanta to give to the electron. At room temperature this is a good approximation for $\hbar\omega$ above about $0.1\ \mathrm{eV}$. Let $P(\omega)\,d\omega$ be the mean number of quanta lost per unit path in the interval $d\omega$. Then

$$\frac{dW}{dz}=\int_0^\infty\hbar\omega\,P(\omega)\,d\omega ,$$

and comparison of the integrands gives

$$P(\omega)=\frac{e^2}{\pi^2\hbar v^2}\operatorname{Im}\left[-\frac1{\varepsilon(\omega)}\right]\int\frac{d^2q}{k^2}.$$

**Q.** A mean number is not a probability. It can exceed 1.

**A.** It can. Over a path $L$ the mean number is $\bar n=L\int P\,d\omega$. Suppose that losses in successive thin slices are independent. With $N$ slices, the chance of no loss is $(1-\bar n/N)^N$, which tends to $e^{-\bar n}$ as $N\to\infty$. The chance of at least one loss is then $1-e^{-\bar n}\approx\bar n-\bar n^2/2$. For $\bar n\ll1$ the mean number serves as a probability, with a relative error of about $\bar n/2$. In that sense $P$ is a loss probability per unit path and frequency. It counts single quanta. The total energy lost by one electron may be the sum of several quanta, and such sums can dominate a measured spectrum where $P$ is small, for example near twice the energy of a strong loss peak.

**Q.** The remaining integral over $\mathbf q$ diverges.

**A.** It diverges logarithmically at large $q$, where a local permittivity has no claim to validity. In a microscope there is also a practical limit. An electron that transfers $\hbar\mathbf q$ sideways is deflected, and an aperture accepts deflections up to a largest value $q_c$. The work is a sum of separate contributions from each $\mathbf q$, without cross terms, so the contributions with $q<q_c$ may be selected. Substituting $u=q^2$, with $d^2q=2\pi q\,dq=\pi\,du$,

$$\int_{q<q_c}\frac{d^2q}{k^2}=\pi\int_0^{q_c^2}\frac{du}{u+\omega^2/v^2}=\pi\ln\left[1+\left(\frac{q_cv}{\omega}\right)^2\right].$$

The quasi-static loss probability is therefore

$$P(\omega)=\frac{e^2}{\pi\hbar v^2}\ln\left[1+\left(\frac{q_cv}{\omega}\right)^2\right]\operatorname{Im}\left[-\frac1{\varepsilon(\omega)}\right].$$

**Q.** Then the measured spectrum is not simply the loss function.

**A.** It is not. In the quasi-static bulk law, the part of the spectrum due to electrons that lost a single quantum is the loss function times a slowly falling logarithm when $q_cv/\omega\gg1$. In the opposite limit, $q_cv/\omega\ll1$, we have $\ln(1+x^2)\approx x^2$ and

$$P(\omega)\approx\frac{e^2q_c^2}{\pi\hbar\omega^2}\operatorname{Im}\left[-\frac1{\varepsilon(\omega)}\right].$$

At fixed $q_c$ the speed has dropped out, and the weighting $1/\omega^2$ is strong. To recover the loss function from data one must first remove the multiple losses, and then divide by the factor that belongs to the aperture used. Even this holds only where surfaces and retardation can be neglected.

**Q.** And if the permittivity does depend on wavevector below $q_c$?

**A.** Gauss's law still applies for each $\mathbf k$ separately, with the longitudinal permittivity $\varepsilon_L(k,\omega)$ in place of $\varepsilon(\omega)$. The loss function then stays under the integral:

$$P(\omega)=\frac{e^2}{\pi^2\hbar v^2}\int_{q<q_c}\frac{d^2q}{k^2}\operatorname{Im}\left[-\frac1{\varepsilon_L(k,\omega)}\right].$$

The dependence on the inverse permittivity survives. The separation into a logarithm and a function of frequency does not.

## Retardation, an independent check and numbers

**Q.** Before you repair the speed of light, remind me what has been established.

**A.** A charge $-e$ moves at speed $v$ along $z$ in a medium of local permittivity $\varepsilon(\omega)$. It excites wavevectors with $k_z=\omega/v$ and transverse part $\mathbf q$, so $k^2=q^2+\omega^2/v^2$, and the aperture admits $q<q_c$. The source has transform $\rho$, and the longitudinal field has the transform $E_{L,z}=-4\pi i\omega\rho/(v\varepsilon k^2)$. The mean number of quanta lost per unit path and frequency is, in the quasi-static limit,

$$P=\frac{e^2}{\pi\hbar v^2}\,\Lambda\operatorname{Im}\left(-\frac1\varepsilon\right),\qquad \Lambda=\ln\left[1+\left(\frac{q_cv}{\omega}\right)^2\right].$$

**Q.** Now let $c$ be finite. What changes?

In the quasi-static limit with a local permittivity, the loss probability per unit path and frequency is proportional to the loss function times a logarithm set by the aperture. It remains to include the transverse field at finite $c$, to check the results independently, and to work out numbers for an example.
